# Edge Roughness from Photon Absorption Noise in EUV Resist: a program that tests the result

```python
# RESULT UNDER TEST: rms displacement of one resist edge from photon absorption noise,
#   sigma_x = exp(k^2 s^2 / 2) / (C k s sqrt(4 pi rho)),
# rho = mean absorbed photons per area, s = Gaussian blur (standard deviation per axis),
# C = image contrast, k = 2 pi / pitch. The edge is averaged through the film and
# lies where the blurred absorbed density crosses its mean. Lengths are in nm.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(20240)
wavelength = 13.5
dose = 30.0                 # mJ/cm^2, averaged over one period
absorbed_fraction = 0.20
blur = 3.0
pitch = 32.0
contrast = 1.0
thickness = 40.0            # rough typical film thickness
acid_yield = 2.0            # rough mean number of acids per absorbed photon
reduced_contrast = 0.8
k = 2 * np.pi / pitch

photon_energy = const.h * const.c / (wavelength * 1e-9)
incident = dose * 1e-3 / 1e14 / photon_energy     # 1 cm^2 = 1e14 nm^2
density = absorbed_fraction * incident


def edge_sigma(rho, s, c):
    """Derived formula for the rms displacement of one edge."""
    return np.exp(k**2 * s**2 / 2) / (c * k * s * np.sqrt(4 * np.pi * rho))


def quadrature_sigma(rho, s, c):
    """Noise integral and numerical slope, without the derived formula."""
    u = np.linspace(-10 * s, 10 * s, 1601)
    du = u[1] - u[0]
    kernel = np.exp(-u**2 / (2 * s**2)) / (np.sqrt(2 * np.pi) * s)
    image = rho * (1 + c * np.sin(k * u))
    variance = np.sum(image * kernel**2) * du * np.sum(kernel**2) * du

    def signal(x):
        return np.sum(rho * (1 + c * np.sin(k * (x - u))) * kernel) * du

    step = 1e-3
    slope = (signal(step) - signal(-step)) / (2 * step)
    return np.sqrt(variance) / slope


def simulate_edges(rho, s, c, mean_acids=None, electron_blur=0.0, strips=12):
    """Random absorption, blur and actual threshold crossings on two edges."""
    dx, dy, nx, ny = 0.5, 1.0, 64, 8000
    x = -8.0 + dx * np.arange(nx)
    mean_incident = rho / absorbed_fraction * dx * dy * (1 + c * np.sin(k * x))
    qx = 2 * np.pi * np.fft.rfftfreq(nx, dx)
    qy = 2 * np.pi * np.fft.fftfreq(ny, dy)
    q_squared = qy[:, None]**2 + qx[None, :]**2

    def smooth(field, width):
        transform = np.fft.rfft2(field) * np.exp(-width**2 * q_squared / 2)
        return np.fft.irfft2(transform, s=field.shape)

    rows = np.arange(ny)
    result = np.empty((2, strips, ny))
    for strip in range(strips):
        photons = rng.poisson(mean_incident, size=(ny, nx))
        events = rng.binomial(photons, absorbed_fraction)
        last_blur = s
        if mean_acids is not None:
            # Given the photons, independent displaced acids are Poisson distributed.
            local_mean = np.clip(smooth(events, electron_blur), 0, None)
            events = rng.poisson(mean_acids * local_mean) / mean_acids
            last_blur = np.sqrt(s**2 - electron_blur**2)
        excess = smooth(events, last_blur) / (dx * dy) - rho
        for edge, (centre, sign) in enumerate(((0.0, 1), (pitch / 2, -1))):
            columns = np.abs(x - centre) <= 4.01
            part = sign * excess[:, columns]
            right = np.sum(part < 0, axis=1)
            assert right.min() > 0 and right.max() < part.shape[1]
            low, high = part[rows, right - 1], part[rows, right]
            assert np.all(low < 0) and np.all(high >= 0)
            start = x[columns][right - 1]
            result[edge, strip] = start + dx * low / (low - high) - centre
    return result


# Deterministic tests of the noise, the slope and the best blur.
sigma = edge_sigma(density, blur, contrast)
sigma_quad = quadrature_sigma(density, blur, contrast)
assert abs(sigma_quad / sigma - 1) < 1e-6
best = minimize_scalar(lambda s: quadrature_sigma(density, s, contrast),
                       bounds=(1.0, 12.0), method="bounded",
                       options={"xatol": 1e-5})
assert best.success and abs(best.x * k - 1) < 1e-3
assert abs(3 * sigma - 0.85) < 0.01

# Simulation tests: sampling error is about 0.5 percent, plus small nonlinear terms.
edges = simulate_edges(density, blur, contrast)
sigma_sim = np.sqrt(np.mean(np.var(edges, axis=(1, 2))))
assert abs(sigma_sim / sigma - 1) < 0.02
centred = edges - edges.mean(axis=(1, 2), keepdims=True)
lag = 6
correlation_sim = np.mean(centred * np.roll(centred, lag, axis=2)) / np.mean(centred**2)
correlation = np.exp(-lag**2 / (4 * blur**2))
assert abs(correlation_sim - correlation) < 0.04
width_sim = np.std(edges[1] - edges[0])
assert abs(width_sim / (np.sqrt(2) * sigma) - 1) < 0.025

other_dose, other_blur, other_contrast = 60.0, 5.0, 0.7
other_density = density * other_dose / dose
other_edges = simulate_edges(other_density, other_blur, other_contrast)
other_sim = np.sqrt(np.mean(np.var(other_edges, axis=(1, 2))))
other_sigma = edge_sigma(other_density, other_blur, other_contrast)
assert abs(other_sim / other_sigma - 1) < 0.025

# Random acid yield, with equal electron and diffusion blur widths.
part_blur = blur / np.sqrt(2)
yield_factor = 1 + blur**2 / (acid_yield * part_blur**2)
sigma_yield = sigma * np.sqrt(yield_factor)
acid_edges = simulate_edges(density, blur, contrast, acid_yield, part_blur)
yield_sim = np.sqrt(np.mean(np.var(acid_edges, axis=(1, 2))))
assert abs(yield_sim / sigma_yield - 1) < 0.03

# Edge at mid-height: finite depth blur and the actual absorption profile.
alpha = -np.log(1 - absorbed_fraction) / thickness
z = np.linspace(0, thickness, 8001)
depth_density = incident * alpha * np.exp(-alpha * z)
depth_kernel = (np.exp(-(z - thickness / 2)**2 / (2 * blur**2))
                / (np.sqrt(2 * np.pi) * blur))
depth_variance = np.trapezoid(depth_density * depth_kernel**2, z) \
    if hasattr(np, "trapezoid") else np.trapz(depth_density * depth_kernel**2, z)
depth_signal = np.trapezoid(depth_density * depth_kernel, z) \
    if hasattr(np, "trapezoid") else np.trapz(depth_density * depth_kernel, z)
height_factor_quad = np.sqrt(density * depth_variance) / depth_signal
height_factor = np.sqrt(thickness / (2 * np.sqrt(np.pi) * blur))
assert abs(height_factor_quad / height_factor - 1) < 0.01

# Mean sidewall shift, neglecting exchange between depths.
modulation = contrast * np.exp(-k**2 * blur**2 / 2)


def mean_edge(depth):
    relative = alpha * thickness * np.exp(-alpha * depth) / absorbed_fraction
    return brentq(lambda x: relative * (1 + modulation * np.sin(k * x)) - 1,
                  -pitch / 4, pitch / 4)


sidewall_shift = mean_edge(thickness) - mean_edge(0.0)
assert abs(sidewall_shift / (alpha * thickness / (modulation * k)) - 1) < 0.02

# Alternative readings and reduced contrast.
sigma_peak = quadrature_sigma(density / 2, blur, contrast)
blur_from_fwhm = blur / (2 * np.sqrt(2 * np.log(2)))
sigma_fwhm = quadrature_sigma(density, blur_from_fwhm, contrast)
sigma_contrast = quadrature_sigma(density, blur, reduced_contrast)

effective_number = 4 * np.pi * blur**2 * density
noise = np.sqrt(density / (4 * np.pi * blur**2))
slope = density * k * modulation


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Wavelength", wavelength, "nm")
show("Mean incident dose", dose, "mJ/cm^2")
show("Absorbed fraction", absorbed_fraction)
show("Blur standard deviation", blur, "nm")
show("Pitch", pitch, "nm")
show("Image contrast", contrast)
show("Photon energy", photon_energy / const.e, "eV")
show("Incident photon density", incident, "nm^-2")
show("Absorbed photon density", density, "nm^-2")
show("Image wave number k", k, "nm^-1")
show("Modulation left after blur", modulation)
show("Effective photon number", effective_number)
show("Relative density noise", 100 / np.sqrt(effective_number), "%")
show("Blurred density noise", noise, "nm^-2")
show("Blurred density slope", slope, "nm^-3")
show("One-sigma edge roughness, formula", sigma, "nm")
show("Three-sigma edge roughness, formula", 3 * sigma, "nm")
show("Three-sigma edge roughness, formula", 30 * sigma, "angstrom")
show("Three-sigma edge roughness, quadrature", 3 * sigma_quad, "nm")
show("Three-sigma edge roughness, simulation", 3 * sigma_sim, "nm")
show("Correlation test lag", lag, "nm")
show("Edge correlation at this lag, formula", correlation)
show("Edge correlation at this lag, simulation", correlation_sim, digits=3)
show("Three-sigma width roughness, formula", 3 * np.sqrt(2) * sigma, "nm")
show("Three-sigma width roughness, simulation", 3 * width_sim, "nm")
show("Best blur at fixed dose, numerical", best.x, "nm")
show("Three-sigma edge roughness at best blur", 3 * best.fun, "nm")
show("Second test: dose", other_dose, "mJ/cm^2")
show("Second test: blur", other_blur, "nm")
show("Second test: contrast", other_contrast)
show("Second test: three-sigma, formula", 3 * other_sigma, "nm")
show("Second test: three-sigma, simulation", 3 * other_sim, "nm")
show("If dose is the peak: three-sigma", 3 * sigma_peak, "nm")
show("If blur is a FWHM: its standard deviation", blur_from_fwhm, "nm")
show("If blur is a FWHM: three-sigma", 3 * sigma_fwhm, "nm")
show("Film thickness", thickness, "nm")
show("Absorption coefficient", alpha * 1000, "um^-1")
show("Mid-height roughness factor, formula", height_factor)
show("Mid-height roughness factor, quadrature", height_factor_quad)
show("Mid-height three-sigma, quadrature", 3 * sigma * height_factor_quad, "nm")
show("Mean acids per absorbed photon", acid_yield)
show("Electron blur and acid diffusion, each", part_blur, "nm")
show("Acid-yield variance factor", yield_factor)
show("With random acid yield: three-sigma, formula", 3 * sigma_yield, "nm")
show("With random acid yield: three-sigma, simulation", 3 * yield_sim, "nm")
show("Reduced image contrast", reduced_contrast)
show("With reduced contrast: three-sigma", 3 * sigma_contrast, "nm")
show("Mean edge shift from film top to bottom", sidewall_shift, "nm")
print("ALL CHECKS PASSED")
```

It prints:

```
Wavelength: 13.5 nm
Mean incident dose: 30 mJ/cm^2
Absorbed fraction: 0.2
Blur standard deviation: 3 nm
Pitch: 32 nm
Image contrast: 1
Photon energy: 91.84 eV
Incident photon density: 20.39 nm^-2
Absorbed photon density: 4.078 nm^-2
Image wave number k: 0.1963 nm^-1
Modulation left after blur: 0.8407
Effective photon number: 461.2
Relative density noise: 4.657 %
Blurred density noise: 0.1899 nm^-2
Blurred density slope: 0.6731 nm^-3
One-sigma edge roughness, formula: 0.2821 nm
Three-sigma edge roughness, formula: 0.8463 nm
Three-sigma edge roughness, formula: 8.463 angstrom
Three-sigma edge roughness, quadrature: 0.8463 nm
Three-sigma edge roughness, simulation: 0.846 nm
Correlation test lag: 6 nm
Edge correlation at this lag, formula: 0.3679
Edge correlation at this lag, simulation: 0.359
Three-sigma width roughness, formula: 1.197 nm
Three-sigma width roughness, simulation: 1.203 nm
Best blur at fixed dose, numerical: 5.093 nm
Three-sigma edge roughness at best blur: 0.691 nm
Second test: dose: 60 mJ/cm^2
Second test: blur: 5 nm
Second test: contrast: 0.7
Second test: three-sigma, formula: 0.6982 nm
Second test: three-sigma, simulation: 0.7043 nm
If dose is the peak: three-sigma: 1.197 nm
If blur is a FWHM: its standard deviation: 1.274 nm
If blur is a FWHM: three-sigma: 1.729 nm
Film thickness: 40 nm
Absorption coefficient: 5.579 um^-1
Mid-height roughness factor, formula: 1.939
Mid-height roughness factor, quadrature: 1.941
Mid-height three-sigma, quadrature: 1.643 nm
Mean acids per absorbed photon: 2
Electron blur and acid diffusion, each: 2.121 nm
Acid-yield variance factor: 2
With random acid yield: three-sigma, formula: 1.197 nm
With random acid yield: three-sigma, simulation: 1.2 nm
Reduced image contrast: 0.8
With reduced contrast: three-sigma: 1.058 nm
Mean edge shift from film top to bottom: 1.361 nm
ALL CHECKS PASSED
```
